# Transport and quantum lifetimes for elastic scattering, with an oxide-film example, part 2

An electron scatters elastically from weak, static, randomly placed centres. We compare its quantum lifetime $\tau_q$, which gives a state the energy width $1/\tau_q$, with its transport lifetime $\tau_{tr}$, which sets the mobility $\mu=\tau_{tr}/m$, first for screened donors and then for a conducting oxide film.

In the algebra $\hbar$, the elementary charge, the free-electron mass and $4\pi\varepsilon_0$ are one. The band is $E=k^2/2m$, with wave number $k$ and band mass $m$; $L^3$ is the box volume. A collision turns $\mathbf k$ into $\mathbf k'$ through the angle $\theta$, with $q=|\mathbf k'-\mathbf k|$. For $N_i$ centres per unit volume, each with potential transform $V(q)$, the leading-order rate per solid angle is $W=N_imk|V(q)|^2/4\pi^2$, and

$$
\frac1{\tau_q}=\int W(\theta)\,d\Omega,\qquad
\frac1{\tau_{tr}}=\int W(\theta)(1-\cos\theta)\,d\Omega,\qquad
\frac{\tau_{tr}}{\tau_q}=\frac1{1-\langle\cos\theta\rangle}.
$$

In a field $F$ the occupation is the Fermi function $f_0$ plus a deviation $g$, proportional to the cosine of the angle between $\mathbf k$ and the field. The current density is

$$
j=\frac{F}{3\pi^2m}\int k^3\tau_{tr}(E)\left(-\frac{df_0}{dE}\right)dE=n\mu F,
$$

with electron density $n=k_F^3/3\pi^2$ and $k_F$ the wave number at the Fermi energy $E_F$.

A donor of charge $Z$ in permittivity $\varepsilon$, with Thomas–Fermi screening length $1/\kappa$, has

$$
V(q)=-\frac{4\pi Z}{\varepsilon(q^2+\kappa^2)},\qquad
\kappa^2=\frac{4\pi}{\varepsilon}\frac{dn}{dE_F}=\frac{4mk_F}{\pi\varepsilon}.
$$

With $u=q^2=2k^2(1-\cos\theta)$,

$$
K=\frac{4\pi N_imZ^2}{\varepsilon^2k},\qquad b=\frac{4k^2}{\kappa^2},
$$

$$
\frac1{\tau_q}=K\int_0^{4k^2}\frac{du}{(u+\kappa^2)^2}
=K\left[\frac1{\kappa^2}-\frac1{\kappa^2+4k^2}\right]
=\frac K{\kappa^2}\,\frac b{1+b}.
$$

The final output also lists earlier tests: lifetime ratios for four angular patterns of $W$, and waves in smooth and uncorrelated two-dimensional random potentials, compared with the leading-order (golden-rule) rates. There $\hbar$, the mass and the grid step are one, and "amplitude rate" means twice the decay rate of the mean amplitude.

The transport weight is $1-\cos\theta=u/2k^2$. Writing $u=(u+\kappa^2)-\kappa^2$ in the numerator splits the integral into a logarithm and the integral just found:

$$
\frac1{\tau_{tr}}=\frac K{2k^2}\int_0^{4k^2}\frac{u\,du}{(u+\kappa^2)^2}
=\frac K{2k^2}\left[\ln(1+b)-\frac b{1+b}\right].
$$

In the quotient, $2k^2/\kappa^2=b/2$. Multiplying numerator and denominator by $1+b$ then gives

$$
\frac{\tau_{tr}}{\tau_q}=\frac{b^2}{2[(1+b)\ln(1+b)-b]} .
$$

For small $b$, $(1+b)\ln(1+b)-b=b^2/2-b^3/6+\dots$, so the ratio is $1+b/3$ to first order. A donor screened within a distance much shorter than the electron wavelength is a point scatterer, and it scatters isotropically. For large $b$ the ratio approaches $b/[2(\ln b-1)]$. Long-range potentials then produce many small deflections, which spoil the phase of a state but hardly turn it. In these leading-order formulas, with fixed $k$ and $N_i$, weakening the screening makes $1/\tau_q$ grow as $1/\kappa^2$, while $1/\tau_{tr}$ grows only logarithmically. The first law has a limit: its derivation assumed that the amplitude changes little during the memory time, here about $m/(k\kappa)$, in which the electron crosses one screening length. As $\tau_q$ approaches that time, the formula for $1/\tau_q$ gradually loses accuracy as a measure of the line width, and it should not be used when $\tau_q$ is the shorter of the two.

At the Fermi energy $b=4k_F^2\pi\varepsilon/(4mk_F)=\pi\varepsilon k_F/m$. Within this model, and for fixed $\varepsilon$ and $m$, donor scattering therefore becomes more forward as the density rises, because $k_F$ grows faster than $\kappa$.

An amorphous film also contains disorder on the atomic scale. Represent it by contact potentials, for which $V(q)$ is constant. Then $W$ is isotropic and the rate $1/\tau_s$ is the same for both lifetimes; it is proportional to $mk$ by the prefactor of $W$. If these centres are placed independently of the donors, the cross terms in the squared matrix element average to zero, and at fixed energy the rates add:

$$
\frac1{\tau_q}=\frac1{\tau_{q,d}}+\frac1{\tau_s},\qquad
\frac1{\tau_{tr}}=\frac1{\tau_{tr,d}}+\frac1{\tau_s},
$$

where $d$ marks the donor part. The difference of the two rates is untouched by the isotropic part, but their ratio moves towards one.

For numbers, take an amorphous indium-oxide film with rough typical values: mass 0.20 electron masses, static permittivity 9, and $10^{20}$ electrons per cm³, which is 0.1 per nm³. There is one singly charged donor per electron. The short-range lifetime is chosen as 8 fs, a value that puts the mobility in a realistic range; it is not derived from the atomic structure. At zero temperature

$$
k_F=(3\pi^2\times0.1)^{1/3}\ \mathrm{nm^{-1}}=1.436\ \mathrm{nm^{-1}} ,
$$

the Fermi energy is 0.393 eV, the Fermi velocity 0.831 nm/fs and the screening length 1.141 nm. Hence

$$
b=4\times(1.436\times1.141)^2=10.74,
$$

$$
\frac{\tau_{tr,d}}{\tau_{q,d}}=\frac{10.74^2}{2(11.74\ln11.74-10.74)}=3.17 .
$$

The two donor lifetimes are 9.39 fs and 29.82 fs, and the mean cosine is 0.685. Adding the short-range rate,

$$
\frac1{\tau_q}=\frac1{9.39}+\frac1{8}=0.2315\ \mathrm{fs^{-1}},\qquad
\frac1{\tau_{tr}}=\frac1{29.82}+\frac1{8}=0.1585\ \mathrm{fs^{-1}},
$$

so $\tau_q=4.32$ fs and $\tau_{tr}=6.31$ fs, with ratio 1.46. For this mass $e/m$ is 8.79 cm²/Vs per femtosecond, and

$$
\mu=8.79\times6.31\ \mathrm{cm^2/Vs}=55.5\ \mathrm{cm^2/Vs}.
$$

Using 4.32 fs instead would give 38.0 cm²/Vs. In the other direction, with $\hbar=0.658$ eV fs, the width of a state at the Fermi energy is $0.658/4.32=0.152$ eV; inferring it from the mobility through $\hbar/\tau_{tr}$ would give 0.104 eV, which is 31.5 percent too small.

The ratio is a property of the mixture, not of the material's donors alone. If the short-range lifetime is raised to 40 fs with everything else fixed, $\tau_q$ becomes 7.61 fs and $\tau_{tr}$ becomes 17.08 fs. The mobility rises to 150 cm²/Vs and the ratio to 2.25. Reducing the atomic-scale disorder has lengthened the transport lifetime by a factor of 2.7 and the quantum lifetime by 1.8, because the unchanged donor rate makes up a larger share of the quantum rate than of the transport rate.

How far can these numbers be trusted? Begin with the temperature of use. At nonzero temperature the current formula averages $\tau_{tr}$ over energy. Since $n=\int(k^3/3\pi^2)(-df_0/dE)dE$, the mean is

$$
\langle\tau\rangle=\frac{\int E^{3/2}\tau_{tr}(-df_0/dE)\,dE}{\int E^{3/2}(-df_0/dE)\,dE},
\qquad \mu=\frac{\langle\tau\rangle}m .
$$

At 300 K, with the density fixed and the screening recalculated, the mobility is 55.2 cm²/Vs, practically unchanged. This includes the thermal spread of electron energies but no phonons.

The Hall effect uses the same lifetime. A weak magnetic field turns $\mathbf k$ at the cyclotron frequency $\omega_c$, while collisions still relax a cosine-shaped $g$ at the rate $1/\tau_{tr}$. To first order in $\omega_c$, the response along the electric field is proportional to $\tau_{tr}$ and the sideways response to $\omega_c\tau_{tr}^2$. The Hall coefficient is the sideways conductivity divided by the magnetic field and by the square of the ordinary conductivity. Relative to its value $1/n$ in magnitude for a single lifetime, it is multiplied by

$$
r_H=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
$$

The excess of $r_H$ over one is the relative variance of $\tau_{tr}$ among the contributing electrons. Here $r_H=1.0005$ at 300 K, so in this model the Hall density is the true density to well within the accuracy of the inputs, and the Hall mobility measures $\tau_{tr}$. It does not reveal $\tau_q$.

The donor rates were taken to leading order in the donor potential. Solving the radial Schrödinger equation for one attractive screened donor, and using the resulting scattering amplitude, raises the donor quantum rate by 10 percent and the transport rate by 18 percent. The film mobility falls to 53.4 cm²/Vs and the ratio becomes 1.47. These figures keep the linear screening length, and the resulting phase shifts $\delta_l$ slightly overscreen the donor: the Friedel sum $(2/\pi)\sum_l(2l+1)\delta_l$, which must equal the donor charge, is 1.04. Raising $\kappa$ by 2 percent to restore neutrality changes the two increases to 6 and 16 percent, the mobility to 53.7 cm²/Vs and the ratio to 1.45. The ratio thus stays within about 1 percent of 1.46, and the sign of its change is not settled. As a test of that solution, the potential was scaled to 2 percent of its strength and the results for both signs were averaged; they agreed with the leading-order cross sections within 0.3 percent. Replacing the constant $\kappa^2$ by the static Lindhard response, which weakens screening at larger $q$, changes the mobility to 54.8 cm²/Vs. Both changes in the donor rate are diluted in the film's mobility, because short-range disorder supplies most of the transport rate.

The shape of the band matters more. A rough two-band form is $E(1+aE)=k^2/2m$, with $a=(1-m)^2/E_g$ and gap $E_g\approx3$ eV. Differentiation gives $(1+2aE)\,dE/dk=k/m$, so the mass that relates wave number to velocity is

$$
m_F=\frac{k}{dE/dk}=m(1+2aE)=m\sqrt{1+\frac{2ak^2}{m}} ,
$$

where the square root follows from solving the quadratic equation for $E$. At the Fermi wave number $m_F=0.231$. With the density and the short-range potential fixed, and changes in the band wave functions ignored, the mobility falls to 42.2 cm²/Vs, 24 percent below the parabolic value. The larger mass lowers the mobility twice, once in $e\tau_{tr}/m$ and once through the prefactor of the scattering rate. It also strengthens the screening of the donors, which offsets a small part of the loss. This correction applies if 0.20 is the mass at the band bottom; if it already describes electrons at this density, applying it would count the effect twice.

Lattice vibrations add inelastic scattering. Let $N$ be the thermal number of phonons in a mode and $f'$ the occupation of the other electron state. In the linearised collision term, emission out of $\mathbf k$ contributes $(N+1)(1-f')$ and the reverse process contributes $Nf'$, together $N+1-f'$. Absorption similarly gives $N(1-f')+(N+1)f'=N+f'$. For polar optical phonons of energy $\omega$ the unscreened Fröhlich coupling is

$$
|M|^2=\frac{2\pi\omega}{L^3q^2}\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right),
$$

with $\varepsilon_\infty$ the high-frequency permittivity. Rough values $\omega=0.05$ eV and $\varepsilon_\infty=4$ give, at 300 K, a total phonon rate equal to 24 percent of the film's quantum rate. Weighting each event by the momentum it removes, $1-(k'/k)\cos\theta$, gives 10 percent of the transport rate. The second figure is an estimate, since inelastic collisions couple different energies. Taken at face value it lowers the mobility by about 9 percent; solving the coupled linearised equation over the thermal range of energies, with the same coupling, gives about 12 percent. All of these figures use the unscreened coupling and are overestimates for this film. The plasma energy $\sqrt{4\pi n/\varepsilon_\infty m}$ is 0.415 eV, far above the phonon energy, so the electrons screen the mode almost statically. A rough estimate adds $\varepsilon\kappa^2/q^2$ to both permittivities and lets the mode frequency drop accordingly towards the transverse one; it reduces the shares of 24 and 10 percent to about 5 and 6 percent.

Beside real films, a model mobility of 55 cm²/Vs is of the right order: conducting amorphous indium oxide at this density has mobilities of some tens of cm²/Vs, a rough figure. The agreement is no confirmation, because the short-range lifetime was chosen with that range in view. An assumption that real films may well break is the single charge of the donors, since oxygen vacancies can give two electrons each. At fixed electron density this halves $N_i$ and quadruples $Z^2$, doubling both donor rates at leading order. Then $1/\tau_{tr}=2/29.82+1/8=0.192$ fs⁻¹, the mobility is 46 cm²/Vs, and the ratio rises to 1.76. Leading order is also less reliable for the stronger charge: the radial Schrödinger equation raises the donor transport rate by about a quarter and lowers the mobility to about 42 cm²/Vs, and the linearly screened potential even holds a weakly bound state. Correlated donor positions, surfaces and band tails lie outside the estimate altogether.

The deeper limit is the picture of separate collisions. It needs an electron to travel many reduced wavelengths $1/k_F$ between them. Here $k_F$ times the mean free path is $1.436\times0.831\times6.31=7.5$ with the transport lifetime and 5.2 with the quantum lifetime. These are larger than one, but not by so much that interference between successive collisions is certain to be negligible, and its size has not been calculated here. In a film with much stronger disorder or far fewer electrons the product approaches one. A wave number is then no longer well defined between collisions, and neither lifetime, weighted or unweighted, is a sound starting point for the mobility. The main values are in the numerical output below.

## Computed results

```
INPUTS (rough or chosen)
effective mass / electron mass       0.20
static, high-frequency permittivity  9.0, 4.0
electron and donor density           1.0e+20 cm^-3
short-range lifetime                 8.0 fs
gap, phonon energy                   3.0, 0.050 eV
FILM AT ZERO TEMPERATURE
Fermi wave number                    1.436 nm^-1
Fermi energy                         0.393 eV
Fermi velocity                       0.831 nm/fs
screening length                     1.141 nm
b = 4 kF^2/kappa^2                   10.74
donors only: tau_q                   9.39 fs
donors only: tau_tr                  29.82 fs
donors only: tau_tr/tau_q            3.174
donors only: mean cosine             0.685
donors only: mobility                262.2 cm2/Vs
film: tau_q                          4.32 fs
film: tau_tr                         6.31 fs
film: tau_tr/tau_q                   1.460
film: mean cosine                    0.315
film: spectral full width            0.152 eV
film: mobility                       55.5 cm2/Vs
film: mobility if tau_q were used    38.0 cm2/Vs
weaker disorder: short-range time    40.0 fs
weaker disorder: tau_q, tau_tr       7.61, 17.08 fs
weaker disorder: tau_tr/tau_q        2.245
weaker disorder: mobility            150.2 cm2/Vs
TESTS
tau_tr/tau_q, pattern isotropic      1.0000
tau_tr/tau_q, pattern 1+3cos^2       1.0000
tau_tr/tau_q, pattern 1-cos          0.7500
tau_tr/tau_q, pattern (1-cos)^12     0.5385
wave, smooth: amplitude rate, golden rule 0.01400, 0.01503 (model units)
wave, smooth: momentum rate, golden rule  0.00428, 0.00420 (model units)
wave, smooth: tau_tr/tau_q, golden rule   3.27, 3.58
wave, uncorrelated: amplitude rate, golden rule 0.01985, 0.01960 (model units)
wave, uncorrelated: momentum rate, golden rule  0.02069, 0.01960 (model units)
wave, uncorrelated: tau_tr/tau_q, golden rule   0.96, 1.00
NEGLECTED EFFECTS, each alone
300 K: chemical potential            0.391 eV
300 K: mobility                      55.2 cm2/Vs
300 K: Hall factor                   1.0005
partial waves/Born, donor rates q,tr 1.105, 1.181
partial waves: film mobility         53.4 cm2/Vs
partial waves: film tau_tr/tau_q     1.474
Lindhard screening: film mobility    54.8 cm2/Vs
Lindhard screening: film ratio       1.464
nonparabolic band: mass at EF        0.231 electron masses
nonparabolic band: film mobility     42.2 cm2/Vs
phonons 300 K / film quantum rate    0.244
phonons 300 K / film transport rate  0.103
kF times transport mean free path    7.53
kF times quantum mean free path      5.16
```
